# Mean-Field Hydrogen Attraction, Phase Separation and Flat Pressure Plateaus

**Q.** You assign hydrogen in a metal an attraction energy $-\epsilon x^2/2$ per interstitial site. Where does the square come from, and why the half?

**A.** Take $N$ equivalent sites, each empty or holding one H atom, with $n$ atoms present and $x=n/N$. Let every pair attract with energy $-\epsilon/N$, whatever its separation. There are $n(n-1)/2$ pairs, so

$$
E_{\rm pair}=-\frac{\epsilon}{N}\frac{n(n-1)}2
=-\frac{N\epsilon x^2}{2}+\frac{\epsilon x}{2}.
$$

The last term does not grow with $N$ and disappears from the energy per site as $N\to\infty$. The half prevents each pair from being counted twice. An added atom feels the attraction of all the others, $-\epsilon x$, which is the derivative of $-\epsilon x^2/2$.

For this infinite-range interaction the energy depends on $n$ alone, so random occupation is not an extra approximation. For short-range attraction it is one, because atoms then prefer occupied neighbourhoods.

An attraction equal at every separation gives the atoms in one crystal no reason to gather, since every arrangement has the same energy. To describe two phases in one crystal, let the attraction instead reach very many sites, but over a distance much smaller than a phase. An atom then feels $-\epsilon x$ with $x$ the filling around it, and each uniform region has the energy $-\epsilon x^2/2$ per site. Dividing the crystal into richer and poorer regions now lowers the average energy, because $-x^2$ curves downward.

**Q.** Attraction alone would gather all the atoms together. What opposes it?

**A.** The number of arrangements. With equal attraction at every separation there are $N!/[n!(N-n)!]$ of them, all with the same energy. A uniform region under the very long-range attraction has the same entropy per site. With $\ln N!\simeq N\ln N-N$, the linear terms cancel:

$$
\begin{aligned}
\ln\frac{N!}{n!(N-n)!}
&\simeq N\ln N-n\ln n-(N-n)\ln(N-n)\\
&=-N[x\ln x+(1-x)\ln(1-x)].
\end{aligned}
$$

The second line follows from $n=Nx$ and $N-n=N(1-x)$, since the terms in $\ln N$ sum to zero. Multiplying by $-k_BT$ and adding the energy gives the free energy per site,

$$
f=gx-\frac{\epsilon x^2}{2}
+k_BT[x\ln x+(1-x)\ln(1-x)].
$$

Here $g(T)$ is the free energy of one atom in its site without the attraction. I measure energy from half an H$_2$ molecule at rest in its ground state. Let the site ground state, zero-point energy included, lie at $-E_s$, and let the atom vibrate as three oscillators of quantum $\hbar\omega$. Each oscillator contributes the geometric sum $\sum_j e^{-j\hbar\omega/k_BT}=(1-e^{-\hbar\omega/k_BT})^{-1}$. Therefore

$$
g=-E_s+3k_BT\ln(1-e^{-\hbar\omega/k_BT}).
$$

**Q.** At what temperature does the attraction win?

**A.** Uniform filling is stable against any division into two fillings if $f$ is convex. Differentiating,

$$
\mu=f'=g-\epsilon x+k_BT\ln\frac{x}{1-x},
\qquad
f''=-\epsilon+\frac{k_BT}{x(1-x)}.
$$

The chemical potential is $f'$ because the metal's free energy is $Nf(n/N)$ and its derivative with respect to $n$ is $f'(x)$. Since $x(1-x)=1/4-(x-1/2)^2$, the smallest value of $1/[x(1-x)]$ is 4, at $x=1/2$. Hence

$$
f''_{\min}=4k_BT-\epsilon,
\qquad
T_c=\frac{\epsilon}{4k_B}.
$$

Above $T_c$ the curvature is positive everywhere. At $T_c$ it vanishes at one point, and $f$ is still strictly convex. Below $T_c$ it is negative around $x=1/2$, where a small division of the filling lowers the free energy.

**Q.** Negative curvature shows that one filling is unstable. It does not tell me which two phases replace it.

**A.** Put a fraction $w$ of the sites in a phase of filling $x_\beta$ and the rest in one of filling $x_\alpha$. Neglect the interface energy, which is small per site for large phases, and let each phase take its stress-free size. Minimize

$$
(1-w)f(x_\alpha)+wf(x_\beta)
-\mu[(1-w)x_\alpha+wx_\beta-\bar x],
$$

where the multiplier $\mu$ fixes the mean filling $\bar x$. The derivatives with respect to $x_\alpha$ and $x_\beta$ give $f'(x_\alpha)=f'(x_\beta)=\mu$. The derivative with respect to $w$ gives

$$
f(x_\beta)-f(x_\alpha)=\mu(x_\beta-x_\alpha).
$$

Together these say that one straight line of slope $\mu$ touches $f$ at both fillings. Writing the difference in $f$ as an integral gives the equivalent equal-area rule, $\int_{x_\alpha}^{x_\beta}[f'(x)-\mu]\,dx=0$.

**Q.** Stationary points may be maxima. Can you show that this tangent gives the lowest free energy?

**A.** Subtract a linear function, which changes no comparison at fixed mean filling:

$$
\begin{aligned}
\phi(x)&=f(x)-(g-\epsilon/2)x\\
&=\frac{\epsilon}{2}x(1-x)
+k_BT[x\ln x+(1-x)\ln(1-x)].
\end{aligned}
$$

This is unchanged by $x\to1-x$. Its derivative is

$$
\phi'=\frac{\epsilon}{2}(1-2x)+k_BT\ln\frac{x}{1-x}.
$$

Set $x=(1+m)/2$. Then $1-2x=-m$ and $\ln[(1+m)/(1-m)]=2\,{\rm artanh}\,m$, so $\phi'=0$ becomes

$$
{\rm artanh}\,m=\frac{\epsilon m}{4k_BT}
=\frac{T_c}{T}m,
\qquad m=\tanh\frac{mT_c}{T}.
$$

For $0<m<1$, ${\rm artanh}(m)/m=1+m^2/3+m^4/5+\cdots$ rises from 1 to infinity. There is therefore one positive root when $T<T_c$ and none otherwise. The two phases are

$$
x_\alpha=\frac{1-m}{2},\qquad x_\beta=\frac{1+m}{2}.
$$

As $x$ grows from zero, $\phi'$ is negative up to $x_\alpha$, positive up to $1/2$, negative up to $x_\beta$, and positive beyond. The two points are thus minima, of equal depth by symmetry, and no filling lies lower. No mixture can have an average $\phi$ below this depth, and a mixture of these two phases attains it. The horizontal tangent to $\phi$ is a tangent to $f$ of slope

$$
\mu_{\rm pl}=g-\frac{\epsilon}{2}.
$$

Conservation of hydrogen, $\bar x=(1-w)x_\alpha+wx_\beta$, fixes the amounts: $w=(\bar x-x_\alpha)/(x_\beta-x_\alpha)$.

**Q.** What does the gap look like near $T_c$ and far below it?

**A.** Near $T_c$, keeping two terms of the series gives $1+m^2/3\simeq T_c/T$, or $m\simeq\sqrt{3(T_c/T-1)}$. The gap closes as a square root.

At low temperature $x_\alpha$ is small. Setting $1-2x\simeq1$ and $1-x\simeq1$ in $\phi'=0$ gives $x_\alpha\simeq e^{-\epsilon/(2k_BT)}$. The exponent holds half of $\epsilon$ because the potential that fills the poor phase is itself lowered to $g-\epsilon/2$.

**Q.** So far there is no gas. How does a chemical potential become a pressure?

**A.** Take ideal H$_2$ with its molecules in their vibrational ground state. For $N_g$ molecules in volume $V$ the partition function is $q^{N_g}/N_g!$, with

$$
q=\frac{V}{\lambda^3}Z_{\rm rot},
\qquad
\lambda=\frac{h}{\sqrt{2\pi m_{\rm H_2}k_BT}}.
$$

The rotational sum is $Z_{\rm rot}=\sum_J s_J(2J+1)e^{-B_rJ(J+1)/k_BT}$. Here $B_r$ is the rotational constant, and the nuclear-spin weight $s_J$ is 1 for even $J$ and 3 for odd $J$. This assumes that the two spin species are in equilibrium.

Stirling's formula gives $F_g=-k_BT(N_g\ln q-N_g\ln N_g+N_g)$, whose derivative is $k_BT\ln(N_g/q)$. With $N_g/V=p/(k_BT)$ this equals $k_BT\ln[p\lambda^3/(k_BTZ_{\rm rot})]$.

Each H atom in the metal also has two nuclear-spin states, worth $-k_BT\ln2$ per atom, which I left out of $g$. Two atoms carry $-k_BT\ln4$. Moving this to the gas side of the equilibrium condition divides $Z_{\rm rot}$ by 4:

$$
\mu_{\rm H_2}=k_BT\ln\frac{p}{p_0},
\qquad
p_0=\frac{k_BT}{\lambda^3}\frac{Z_{\rm rot}}{4}.
$$

**Q.** And the condition itself?

**A.** Moving $dn$ atoms into the metal removes $dn/2$ molecules. At fixed temperature and total volume the free energy changes by $(\mu-\mu_{\rm H_2}/2)\,dn$, which must vanish. So $k_BT\ln(p/p_0)=2\mu$, and a single phase obeys

$$
p=p_0\left(\frac{x}{1-x}\right)^2
\exp\frac{2(g-\epsilon x)}{k_BT}.
$$

At small $x$ this gives $x\propto\sqrt p$, Sieverts' law. The square root appears because a molecule supplies two atoms.

In the two-phase range $\mu$ is the tangent slope for every $\bar x$, and

$$
p_{\rm pl}=p_0\exp\frac{2(g-\epsilon/2)}{k_BT}.
$$

Added hydrogen converts poor phase into rich phase. Neither filling changes, so neither does the pressure. On a plot against $x$, the equal areas belong to $\ln p$, which is linear in $\mu$, and not to $p$.

**Q.** The one-phase formula still gives a loop in that range. Is the flat line a construction laid over the true result?

**A.** For infinite-range attraction the flat line follows from the sum over states. At fixed $\mu$ the weight of $n$ atoms is

$$
\frac{N!}{n!(N-n)!}
\exp\frac{(\mu-g)n+\epsilon n(n-1)/(2N)}{k_BT}.
$$

At $\mu=g-(\epsilon/2)(1-1/N)$, which tends to $g-\epsilon/2$ as $N\to\infty$, the numerator of the exponent is $-\epsilon n(N-n)/(2N)$, so the weights are symmetric under $n\to N-n$. Below $T_c$ and for large $N$ they have equal peaks at $x_\alpha$ and $x_\beta$. A small shift $\delta\mu$ changes the ratio of the peaks by about $\exp[N\delta\mu(x_\beta-x_\alpha)/k_BT]$. For large $N$ a minute shift selects one phase, so the filling jumps at one pressure.

The loop describes metal held uniform. Its limits of local stability are at $f''=0$, that is $x(1-x)=k_BT/\epsilon=T/(4T_c)$, with roots

$$
x_{\rm s}=\frac12\left(1\pm\sqrt{1-\frac{T}{T_c}}\right).
$$

Between each root and the nearer phase boundary a uniform filling is metastable.

**Q.** Give me numbers for a metal that engineers use.

**A.** Take round values in the regime of palladium hydride: $\epsilon=0.20$ eV, $E_s=0.10$ eV, $\hbar\omega=0.070$ eV and an H–H distance of 0.075 nm. Then $T_c=580$ K. A search for the lowest free energy of mixtures, made without the curvature formula, also gives 580 K.

At 300 K, $k_BT=0.02585$ eV, and

$$
g=-0.10+3(0.02585)\ln(1-e^{-0.070/0.02585})
=-0.1054\ {\rm eV}.
$$

Hence $\mu_{\rm pl}=-0.1054-0.1000=-0.2054$ eV. The gas has $\lambda=0.0710$ nm and $Z_{\rm rot}/4=1.93$, so $p_0=1.67\times10^8$ Torr. The plateau lies at

$$
p_{\rm pl}=1.67\times10^8\,
e^{-2(0.20535)/0.025852}
\simeq21\ {\rm Torr},
$$

or 2.8 kPa. The phases have $x_\alpha=0.025$ and $x_\beta=0.975$. The low-temperature estimate $e^{-0.100/0.02585}=0.021$ is about 15% below the full root for $x_\alpha$.

At $\bar x=0.4$ the rich fraction is $(0.400-0.025)/(0.975-0.025)=0.39$. Outside the gap the pressure does vary: it is 4.2 Torr at $x=0.01$ and 50 Torr at $x=0.985$.

At 400 K the plateau is near 1760 Torr, between fillings 0.08 and 0.92. At 500 K it is near 24,000 Torr, between 0.20 and 0.80. There $m=0.61$, while the square-root law gives $\sqrt{3(580/500-1)}=0.69$, about 14% above the full root.

**Q.** Why does the plateau climb so steeply with temperature?

**A.** Absorption releases heat. Let $b=1/(k_BT)$. Then

$$
\frac{d(bg)}{db}=-E_s+
\frac{3\hbar\omega}{e^{\hbar\omega/k_BT}-1}.
$$

Since $p_0\propto T^{5/2}Z_{\rm rot}$, we also have $d\ln p_0/db=-(5/2)k_BT-E_{\rm rot}$, where $E_{\rm rot}$ is the mean rotational energy. Differentiating $\ln p_{\rm pl}=\ln p_0+2b(g-\epsilon/2)$ gives

$$
\begin{aligned}
\frac{d\ln p_{\rm pl}}{db}
={}&2\left[-E_s-\frac{\epsilon}{2}
+\frac{3\hbar\omega}{e^{\hbar\omega/k_BT}-1}\right]\\
&-\frac52k_BT-E_{\rm rot}=\Delta H.
\end{aligned}
$$

This is the enthalpy per H$_2$ of turning poor phase into rich phase. The attraction supplies $-\epsilon/2$ per atom because $-\epsilon(x_\beta^2-x_\alpha^2)/[2(x_\beta-x_\alpha)]=-\epsilon(x_\alpha+x_\beta)/2$ and the two fillings sum to one. The last two terms remove the enthalpy of the gas. Pressure–volume work of the solid is neglected.

At 300 K, $\Delta H=-0.458$ eV per H$_2$, or $-44$ kJ/mol H$_2$. The binding and attraction give $-0.400$ eV, site vibrations $+0.030$ eV, the $5k_BT/2$ term $-0.065$ eV and rotation about $-0.024$ eV.

**Q.** Measured uptake and release often occur at different pressures. Does that contradict your single plateau?

**A.** No. The plateau is the equilibrium pressure, and a phase can persist beyond it. At 300 K the stability limits are $x_{\rm s}=0.153$ and $0.847$. Uniform poor metal stays locally stable on uptake up to 148 Torr, and uniform rich metal on release down to 3.0 Torr. Each is a factor of 7 from the plateau. These are bounds within the stress-free uniform model, not predicted switching pressures, because nucleation can start the change earlier.

**Q.** A real rich phase is not 97.5% full, is it?

**A.** In bulk palladium near room temperature it is roughly 60% full. The real critical filling is also below one half, roughly 0.3, whereas the symmetric model requires 0.5. The critical temperature, somewhat below 600 K, and the room-temperature plateau, of order 10 Torr, are close to the model because the parameters were chosen in that regime. The agreement does not carry to high temperature. The model plateau reaches 32 bar at 500 K and about 100 bar near 566 K, whereas the critical pressure of real palladium hydride there is about 20 bar. Its measured plateau enthalpy, near $-39$ kJ/mol H$_2$, is also smaller in size than the model's $-44$. The absolute pressure is a weak prediction in any case: a change of 0.01 eV in $E_s$ multiplies it by $e^{0.02/0.02585}\simeq2.2$ at 300 K.

One doubtful assumption is that the energy per atom keeps falling linearly with filling. Hydrogen also adds electrons, and once low-lying band states are full, further electrons cost more. As a rough model, add $s(x-x_0)^2/2$ for $x>x_0$, with $x_0=0.4$ and $s=0.5$ eV, and hold all else fixed. The common tangent at 300 K then joins 0.07 to 0.43, and the plateau rises from 21 to 97 Torr. The rich filling is now too low, because it lies just above the assumed threshold $x_0$. The example shows the direction of the effect; its size depends on $x_0$.

Here $s>\epsilon$ makes $f''$ positive above $x_0$, so instability must begin just below 0.4. This gives $4(0.4)(0.6)T_c=557$ K. The numerical search gives 556 K; it registers a gap only when it is wider than a few grid steps, which accounts for the direction of the difference.

**Q.** You let each phase take its own size. What if the crystal planes stay continuous across the interface?

**A.** That can remove the plateau. Let the stress-free linear expansion be $\eta x$, and consider layers parallel to a cube face of a cubic crystal. All layers share an in-plane strain $e$, so each has elastic in-plane strain $a=e-\eta x$. Its normal strain $c$ is free, so the normal stress $c_{11}c+2c_{12}a$ is zero and $c=-2c_{12}a/c_{11}$. The elastic energy density becomes

$$
\begin{aligned}
&\tfrac12c_{11}(2a^2+c^2)+c_{12}(a^2+2ac)\\
&\quad=\left(c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}\right)a^2
=Ya^2,\\
&Y=\frac{(c_{11}-c_{12})(c_{11}+2c_{12})}{c_{11}}.
\end{aligned}
$$

Minimizing the average over $e$ gives $e=\eta\bar x$. The cost per site is $B(\langle x^2\rangle-\bar x^2)$, with $B=\Omega Y\eta^2$ and $\Omega$ the volume per site. At fixed $\bar x$, only $B\langle x^2\rangle$ affects the choice of phases. It adds $Bx^2$ to $f$, which replaces $\epsilon$ by $\epsilon-2B$ in the separation condition.

With rough values $c_{11}=230$ GPa, $c_{12}=180$ GPa, $\eta=0.06$ and a lattice constant of 0.39 nm, $\Omega=(0.39\ {\rm nm})^3/4$ and $Y=128$ GPa. Then $B=0.043$ eV, and the critical temperature for these layers falls from 580 to 332 K. At 300 K their fillings are 0.24 and 0.76.

The tangent to $f+Bx^2$ has slope $\mu_{\rm pl}+B$, again by symmetry. Restoring $-B\bar x^2$ gives

$$
\mu_{\rm coh}=\mu_{\rm pl}-2B(\bar x-1/2).
$$

This falls by 0.044 eV across the gap. A mixture whose $\mu$ falls as it absorbs is unstable against a gas at fixed pressure, which favours hysteresis. At fixed pressure the lowest state of such a crystal is wholly poor or wholly rich, with no misfit, and the change between them still falls at the plateau pressure. For a mixture of the two phases to be equally low in free energy at that pressure, the misfit must be relaxed, for example by dislocations. The estimate uses linear elasticity at a strain of several per cent and one layer orientation.

**Q.** And if the attraction reaches only nearby atoms?

**A.** Then correlations lower $T_c$. Give each of $z$ neighbours an attraction $-\epsilon/z$, which keeps the total fixed. With occupation $(1+\sigma)/2$, $\sigma=\pm1$, the pair term is $-K\sigma\sigma'$ in units of $k_BT$, where $K=\epsilon/(4zk_BT)$. The terms linear in $\sigma$ cancel at the symmetric potential.

The Bethe approximation ignores closed loops of neighbours. Summing over a neighbour that feels a field $h$ from its other $z-1$ branches passes on the field

$$
u=\frac12\ln\frac{\cosh(h+K)}{\cosh(h-K)}
={\rm artanh}(\tanh K\tanh h).
$$

Consistency requires $h=(z-1)u$. For small $h$, a nonzero solution begins when $(z-1)\tanh K=1$, or $K=\frac12\ln[z/(z-2)]$. Therefore

$$
\frac{T_{\rm Bethe}}{T_c}=\frac1{zK}
=\frac{2}{z\ln[z/(z-2)]}.
$$

For $z=12$ the ratio is 0.914, which gives 530 K in this approximation. The face-centred cubic lattice has 12 neighbours but also closed loops, and its critical temperature is lower still. As $z\to\infty$, $\ln[z/(z-2)]\to2/z$ and the mean-field result returns.

**Q.** Is the gas still ideal at the higher pressures?

**A.** Nearly. If the molar volume is $RT/p+b_2$, with $b_2$ the second virial coefficient, the logarithm of the fugacity coefficient is $\int_0^p(b_2/RT)\,dp'=b_2p/(RT)$ to leading order. For a rough $b_2=15$ cm$^3$/mol at the 500 K plateau, fugacity exceeds pressure by about 1.2%. If the pressure–volume work of the metal is again neglected, equilibrium fixes the fugacity, so the plateau pressure is lower than the ideal value by about that fraction. The neglected work acts the other way: a swelling of $3\eta\Omega$ per atom, about 3.2 cm$^3$ per mole of H$_2$, raises the plateau by about 0.25%. The rough band-filling model above matters far more: it raises the 500 K plateau by about 16%.

## Table of computed values

```
Attraction eps: 0.2 eV
Site binding Es: 0.1 eV
Site vibrational quantum: 0.07 eV
H-H distance: 0.075 nm
H2 rotational constant: 0.0073737 eV
Critical temperature, formula: 580.23 K
Critical temperature, convex hull: 580.24 K
300 K: poor x=0.02467, rich x=0.97533, plateau=21.094 Torr
400 K: poor x=0.08070, rich x=0.91930, plateau=1755.9 Torr
500 K: poor x=0.19622, rich x=0.80378, plateau=24005 Torr
Plateau at 300 K, converted: 2812.4 Pa
Thermal energy at 300 K: 0.025852 eV
Site free energy g at 300 K: -0.10535 eV
Plateau H chemical potential at 300 K: -0.20535 eV
H2 thermal wavelength at 300 K: 0.070996 nm
Rotational sum/4 at 300 K: 1.928
Gas pressure scale p0 at 300 K: 1.6738e+08 Torr
Exact finite-N jump potential minus g: -0.1 eV
Single-phase pressure at x=0.01, 300 K: 4.2223 Torr
Single-phase pressure at x=0.985, 300 K: 50.096 Torr
Rich-phase fraction at mean x=0.4, 300 K: 0.39481
Poor-side spinodal x at 300 K: 0.15252
Rich-side spinodal x at 300 K: 0.84748
Uptake stability limit at 300 K: 147.75 Torr
Release stability limit at 300 K: 3.0117 Torr
Absorption enthalpy per H2 at 300 K: -0.45815 eV
Absorption enthalpy, converted: -44.205 kJ/mol H2
Band-filling threshold x: 0.4
Fermi-level rise per unit x: 0.5 eV
With band filling: poor x at 300 K: 0.07335
With band filling: rich x at 300 K: 0.4252
With band filling: plateau at 300 K: 97.286 Torr
With band filling: critical temperature: 556.3 K
Elastic constant c11: 230 GPa
Elastic constant c12: 180 GPa
Linear expansion per unit x: 0.06
Lattice constant: 0.39 nm
Cube-face biaxial modulus: 128.26 GPa
Coherency coefficient B: 0.042739 eV
Coherent critical temperature: 332.25 K
Coherent poor x at 300 K: 0.24086
Coherent rich x at 300 K: 0.75914
Coherent potential drop across gap: 0.044302 eV
Bethe neighbours: 12
Bethe/mean-field critical ratio: 0.91414
Bethe critical temperature: 530.41 K
Rough H2 second virial coefficient: 15 cm3/mol
Fugacity correction at 500 K plateau: 1.15 %
```
